Alternating-current spin Hall response of a weakly disordered Rashba gas

**Problem**

Electrons of charge −e (e > 0) move in a plane with the Hamiltonian

H = ħ²k²/2m + α(k_y σ_x − k_x σ_y) + V(r).

V is static, independent of spin, and has white-noise correlations that give a scattering time τ. A uniform field E e^{−iωt} points along x. The spin current polarized along z and flowing along y is

j = (ħ/4){σ_z, v_y}.

Let k_F be the Fermi wave number, Δ = 2αk_F/ħ the spin-splitting frequency and D = Δτ. Assume low temperature, E_Fτ/ħ ≫ 1, αk_F ≪ E_F and ħω ≪ E_F, but leave D and ωτ free.

(a) Relate j to the spin density, and find j in a steady state.
(b) Find σ(ω) = j/E to leading order.
(c) Discuss the frequencies between 1/τ and Δ, and the case D ≪ 1.
(d) Evaluate the response for numbers typical of a high-mobility InAs quantum well.

**Solution**

**(a) Spin current and spin precession**

The velocity is v_y = ħk_y/m + ασ_x/ħ. Since σ_z and σ_x anticommute, the second term drops out of j:

j = (ħ²k_y/2m) σ_z.

The spin s_y = (ħ/2)σ_y commutes with the kinetic energy, with V and with the σ_y term of H. Using [σ_x, σ_y] = 2iσ_z,

ds_y/dt = (i/ħ)(ħ/2) αk_y (2iσ_z) = −αk_y σ_z = −(2mα/ħ²) j.

The field, introduced through a vector potential along x, adds another term proportional to σ_y and leaves this identity intact. In a uniform steady state s_y is constant, so the mean j is zero at any strength of this disorder. The argument as given assumes a parabolic band, linear Rashba coupling and spin-independent scattering.

At frequency ω, d/dt becomes −iω. With S the density of σ_y, so that s_y = ħS/2,

j = (iωħ²/2mα) s_y = (iωħ³/4mα) S.  (1)

**(b) Response at finite frequency**

*The part of the response that matters.* Let E = −∂A/∂t = iωA. The perturbation is eA v_x, with v_x = ħk_x/m − ασ_y/ħ. To first order, the density matrix contains products of a retarded and an advanced Green function, and products of two functions of the same kind. The mixed products carry the weight f(ε) − f(ε+ħω), f being the Fermi function, and at low temperature give

S = −(iħω/2π) eA Σ_k Tr[σ_y G^R Γ G^A].  (2)

Here Γ is the velocity corrected by repeated scattering, and Σ_k is taken per unit area. The same-kind products must vanish as ω → 0, because a constant A can be removed by a gauge transformation that leaves σ_y unchanged. Their remainder varies on the energy scale E_F. Relative to (2) it is at most of order ħ/(E_Fτ) or ħω/E_F, whichever is larger, so it is dropped.

*The vertex equation.* Let N₀ = m/2πħ² be the density of states per spin. White noise of strength W = ħ/(2πN₀τ) gives

Γ = v_x + W Σ_k G^R Γ G^A.

The Rashba field points along b = (sin φ, −cos φ), where φ is the direction of k. On averaging over φ, the scattering term keeps only a σ_y component, since the others contain averages of sin φ, cos φ or sin φ cos φ. Hence Γ = ħk_x/m + γσ_y, with

γ = −α/ħ + J + Kγ,
J = (W/2) Σ_k Tr[σ_y G^R (ħk_x/m) G^A],
K = (W/2) Σ_k Tr[σ_y G^R σ_y G^A].

*The coefficient K.* Write G = Σ_s P_s G_s, with s = ±1, P_s = (1 + sσ·b)/2 and branch energies ħ²k²/2m + sαk. With z = 1 − iωτ, closing the contour in the kinetic energy ξ gives

∫dξ G_s^R G_s'^A = (2πτ/ħ) / [z + i(s−s')D/2].

The trace Tr[σ_y P_s σ_y P_s'] = ½(1 + ss' cos 2φ) averages to ½. Since WN₀ = ħ/(2πτ),

K = ¼[2/z + 1/(z+iD) + 1/(z−iD)] = ½[1/z + z/(z²+D²)].

The first half is spin along the Rashba field, which only scattering changes. The second is spin across the field, which also precesses.

*The coefficient J.* With κ = mα/ħ², the branches have Fermi wave numbers k_s = k₀ − sκ and a common speed ħk₀/m. Their densities of states are N_s = N₀k_s/k₀. Only s = s' contributes, with Tr[σ_y P_s] = −s cos φ. The average of cos²φ is ½, so

J = −(W/2)(ħ/2m)(2πτ/ħz)(N₊k₊ − N₋k₋).

The last bracket is N₀(k₊² − k₋²)/k₀ = −4N₀κ. Therefore

J = ½ (ħ/2m)(4mα/ħ²)/z = α/(ħz).

*Solving for γ.* Since 1/z − 1 = (1−z)/z,

γ = (α/ħ)(1−z) / [z(1−K)].

At ω = 0, z = 1: the spin driven through the ordinary velocity cancels the spin-dependent velocity, and γ = 0. Putting 1−K over a common denominator,

1−K = Q / [2z(z²+D²)],
Q = 2z(z²+D²) − (z²+D²) − z² = D²(2z−1) + 2z²(z−1).

*Spin density.* The trace sum in (2) is (2/W)(J + Kγ), and the vertex equation gives J + Kγ = γ + α/ħ. With 2/W = 4πN₀τ/ħ and iωA = E,

S = −2N₀eEτ(γ + α/ħ).

Next,

γ + α/ħ = (α/ħ)[Q + 2(1−z)(z²+D²)]/Q.

In the numerator the z² terms cancel, leaving D²(2z−1) + 2D²(1−z) = D². Thus

S = −2N₀eEτ(α/ħ) D²/Q.

Inserting this in (1), with N₀ħ²/2m = 1/4π, gives

σ(ω) = −(e/4π) iωτD² / [D²(1−2iωτ) − 2iωτ(1−iωτ)²].  (3)

*A direct route.* The same result follows without (1). Replace σ_y in (2) by the operator j. The ħk_x/m part of Γ gives no σ_z trace, while Tr[σ_z P_s σ_y P_s'] = (i/2)(s−s') sin φ. The two unequal pairs give

i[1/(z+iD) − 1/(z−iD)] = 2D/(z²+D²),

and collecting the factors,

j = −eEγτk_F D / [4π(z²+D²)].

Substituting γ reproduces (3). Leaving out repeated scattering means setting γ = −α/ħ, which gives (e/8π)D²/(1+D²) at ω = 0. The correction of the vertex is what removes this false static current.

**(c) Limits**

For ωτ small compared with both 1 and D², (3) becomes −iωτe/4π, which goes to zero with ω.

For D ≫ 1 and ω ≪ Δ,

σ ≈ (e/8π)(−2iωτ)/(1−2iωτ).

Once ωτ ≫ 1 this is (e/8π)(1 − i/(2ωτ)), close to e/8π. If instead τ → ∞ at fixed ω, then

σ = (e/8π) Δ²/(Δ²−ω²),

so for ω ≪ Δ the finite splitting raises the plateau by a relative amount of about ω²/Δ².

In time, and averaged over the fast precession, a field switched on at t = 0 gives

j(t) = (eE/8π) e^{−t/2τ}.

Its integral is eEτ/4π. By the identity in (a), the accumulated spin density is −mαeEτ/(2πħ²), which is the static value ħS/2 from (b). The spin current flows while the spin polarization is being built up, then stops. A field that reverses in a time short compared with 2τ, but long compared with the precession period, keeps it flowing.

For D ≪ 1 and ωτ ≪ 1, (3) becomes

σ ≈ (e/8π) D² (−2iωτ)/(D²−2iωτ),

which rises only to about D²e/8π. The plateau at e/8π therefore needs Δτ ≫ 1 as well as E_Fτ/ħ ≫ 1.

**(d) An InAs quantum well**

Take rough values: density 10¹² cm⁻², Fermi-level mass 0.03 free-electron masses, α = 10 meV nm, mobility 3×10⁵ cm²/Vs and temperature 4.2 K. The field has amplitude 0.1 V/cm at 200 GHz. Then

k_F = √(2π × 0.01 nm⁻²) = 0.251 nm⁻¹,
E_F = ħ²k_F²/2m = 79.8 meV,
τ = (mobility) m/e = 5.12 ps, so ħ/τ = 0.129 meV,
ħΔ = 2 × 10 × 0.251 = 5.01 meV,
D = 5.013/0.1286 = 39.0.

In ordinary frequency the window runs from 1/(2πτ) = 31 GHz to Δ/2π = 1212 GHz. At 200 GHz, ωτ = 6.43. The numerator of σ/(e/8π) is −2iωτD² ≈ −19 540i, and the denominator is about 1354 − 19 020i. Their ratio is 1.022 − 0.073i. Other frequencies give:

1 GHz: 0.004 − 0.064i
10 GHz: 0.293 − 0.455i
30 GHz: 0.789 − 0.408i
100 GHz: 0.983 − 0.150i
400 GHz: 1.121 − 0.028i

The complex response lies within 10% of e/8π from about 150 to 360 GHz, a much narrower band than the nominal window. Close to 1212 GHz, (3) should not be trusted here: the splittings at the two Fermi circles differ by 4mα²/ħ² = 0.157 meV, more than ħ/τ.

Multiplied by 2e/ħ, e/8π becomes 19.4 µS. The spin current amplitude is 19.4 µS × 10 V/m × 1.025 = 0.20 nA/µm in charge units. This is 0.27% of the charge current, taken from the Drude conductivity at the same frequency.

The mobility assumed here requires low temperature. The assumption most open to doubt is white-noise scattering. Remote impurities scatter mainly through small angles, so the single-particle lifetime can be well below the τ inferred from mobility. Replacing τ by τ/5 in (3) gives 0.90 − 0.32i at 200 GHz. This shows only how (3) depends on τ. It is not an estimate for smooth disorder at fixed mobility, which needs a separate calculation.

Real InAs also has Dresselhaus coupling, which can be added as

C[k_x(k_y²−q²)σ_x + k_y(q²−k_x²)σ_y],

with roughly C = 27 meV nm³ and q = π/(15 nm). Here x lies along a cube axis. Solving the vertex equation numerically, by quadrature over k, then changes the 200 GHz result only from 1.022 − 0.073i to 1.022 − 0.072i. The splitting now depends on the direction of k, however, ranging from about 4.84 to 5.18 meV. This spread is larger than the 0.157 meV noted above and matters more near resonance. With the field along the two face diagonals the result is 0.90 − 0.07i and 1.15 − 0.07i. The terms cubic in k break the identity in (a), so they can leave a static current. With the field along the cube axis and ωτ = 0.001, the real part is −0.0012 in units of e/8π. The same calculation with Rashba coupling alone gives 0.0005 where (3) gives practically zero. This offset arises because the disorder strength used matches the lifetime only up to corrections of order ħ/(E_Fτ). Measured from it, the residue is about −0.0017 along the cube axis, and about −0.002 and −0.001 along the two diagonals.

Thermal smearing of the splitting changes the 200 GHz value by about 2×10⁻⁶ of e/8π. Heating is about 0.03 K if energy relaxation takes 1 ns. The mean free path is 5 µm, and the result is for a uniform gas without edges. Here E is the total field in the gas. In a finite sample, charge gathering at the edges can make it differ strongly from the applied field. The InAs band is not parabolic, and this enters here only through the choice of the Fermi-level mass. The value 0.03 is on the low side: a two-band estimate for a 15 nm well with hard walls at this density gives nearer 0.038, which at the same mobility moves the 200 GHz result to about 1.02 − 0.06i. Electron interactions and localization corrections are not included; ħ/(E_Fτ) = 0.0016 indicates that disorder is weak.
